# Two dangling bonds: exact, restricted and unrestricted energies as coupling weakens

## Problem

Two equivalent dangling bonds face each other across a defect. Each is represented by one orbital, $a$ or $b$, and the orbitals are orthonormal. Two electrons occupy them, with Hamiltonian

$$H=-tB+UD,\qquad B=\sum_\sigma(a_\sigma^\dagger b_\sigma+b_\sigma^\dagger a_\sigma),\qquad D=n_{a\uparrow}n_{a\downarrow}+n_{b\uparrow}n_{b\downarrow}.$$

Here $t>0$ is the bond coupling and $U>0$ the cost of putting both electrons on one site. The energy zero is one electron on each site without coupling.

1. Find the exact ground state, its energy and the weight of its doubly occupied (ionic) configurations.
2. Find the lowest energy of a determinant in which both spins share one orbital (restricted Hartree–Fock, RHF).
3. Let the spin-up and spin-down electrons have different orbitals (unrestricted Hartree–Fock, UHF). Find the global minimum and the coupling at which it leaves the restricted solution.
4. Hold $U$ fixed and lower $t$. How do the two errors in total energy behave, and does UHF give the right singlet–triplet gap?
5. Evaluate the results for $U=0.5$ eV and $t$ between 1.0 and 0.02 eV.

## Hints

**Hint 1.** Write every state with the spin-up creation operator on the left. Hopping then produces no minus signs. Combine configurations that are exchanged by $a\leftrightarrow b$.

**Hint 2.** Describe an orbital by its site polarization, the difference between its weights on $a$ and $b$. In a determinant with one electron of each spin, the mean of $n_{a\uparrow}n_{a\downarrow}$ is the product of the two means.

**Hint 3.** The two polarizations are coupled by their product. Use $(p+q)^2\ge0$ to separate them.

**Hint 4.** Differentiate each error with respect to $t$. For the gap, ask how much triplet the UHF determinant contains.

## Solution

### 1. Exact ground state

With one electron of each spin there are four configurations:

$$|1\rangle=a_\uparrow^\dagger b_\downarrow^\dagger|0\rangle,\quad |2\rangle=b_\uparrow^\dagger a_\downarrow^\dagger|0\rangle,\quad |3\rangle=a_\uparrow^\dagger a_\downarrow^\dagger|0\rangle,\quad |4\rangle=b_\uparrow^\dagger b_\downarrow^\dagger|0\rangle.$$

Moving either electron of $|1\rangle$ or $|2\rangle$ gives $|3\rangle$ or $|4\rangle$, and conversely:

$$B|1\rangle=B|2\rangle=|3\rangle+|4\rangle,\qquad B|3\rangle=B|4\rangle=|1\rangle+|2\rangle.$$

The differences $|1\rangle-|2\rangle$ and $|3\rangle-|4\rangle$ are therefore annihilated by $B$. Their energies are $0$ and $U$.

To identify the spins, raise the down spin. This turns $|1\rangle$ into $a_\uparrow^\dagger b_\uparrow^\dagger|0\rangle$ and $|2\rangle$ into $b_\uparrow^\dagger a_\uparrow^\dagger|0\rangle=-a_\uparrow^\dagger b_\uparrow^\dagger|0\rangle$. The sum $|1\rangle+|2\rangle$ is annihilated and is a singlet, while the difference belongs to the triplet. The other two triplet states have parallel spins. They cannot hop, by the Pauli principle, so the whole triplet lies at zero.

The remaining states are the even covalent and ionic singlets

$$|C\rangle=\frac{|1\rangle+|2\rangle}{\sqrt2},\qquad |I\rangle=\frac{|3\rangle+|4\rangle}{\sqrt2}.$$

Since $B|C\rangle=2(|3\rangle+|4\rangle)/\sqrt2=2|I\rangle$, and likewise $B|I\rangle=2|C\rangle$, the Hamiltonian in this pair is

$$\begin{pmatrix}0&-2t\\-2t&U\end{pmatrix},\qquad E^2-UE-4t^2=0.$$

The lower root is

$$E=\frac{U-R}{2},\qquad R=\sqrt{U^2+16t^2}.$$

It is negative for every $t>0$, so the ground state is a singlet and the singlet–triplet gap is $J=0-E=-E$.

The ionic weight $P$ equals $\langle D\rangle$, because $D$ gives 0 on $|C\rangle$ and 1 on $|I\rangle$. By the Hellmann–Feynman theorem,

$$P=\frac{\partial E}{\partial U}=\frac12\left(1-\frac UR\right).$$

It falls from nearly $1/2$ at strong coupling to zero at weak coupling. A singlet has no preferred spin direction, so neither site carries a static moment. The spins are nevertheless correlated. The covalent singlet has $\mathbf S_a\cdot\mathbf S_b=-3/4$, and an empty or doubly occupied site has no spin, so

$$\langle\mathbf S_a\cdot\mathbf S_b\rangle=-\tfrac34(1-P).$$

### 2. Restricted mean field

Let the spin-up orbital have site polarization $p$, with weights $(1+p)/2$ on $a$ and $(1-p)/2$ on $b$. Let $q$ be the polarization of the spin-down orbital. The product of the two amplitudes of the spin-up orbital has magnitude $\frac12\sqrt{1-p^2}$. Hopping contains this product and its complex conjugate, so its energy is lowest, $-t\sqrt{1-p^2}$, when the amplitudes have the same phase. The mean double occupation is

$$\langle D\rangle=\frac{(1+p)(1+q)+(1-p)(1-q)}4=\frac{1+pq}2.$$

With the best phases the energy is thus

$$E(p,q)=-t\left(\sqrt{1-p^2}+\sqrt{1-q^2}\right)+\frac U2(1+pq).$$

RHF requires $p=q$. Both $-2t\sqrt{1-p^2}$ and $U(1+p^2)/2$ then increase with $|p|$, so the minimum is at $p=0$:

$$E_R=-2t+\frac U2.$$

Both electrons occupy the bonding orbital. The ionic weight is $1/2$ at every $t$, because each electron is equally likely to be on either site, independently of the other. This causes the failure at weak coupling: separated sites should hold one electron each, but RHF still pays $U$ half of the time.

### 3. Unrestricted mean field

From $(p+q)^2\ge0$ follows $pq\ge-(p^2+q^2)/2$. Hence

$$E(p,q)\ge f(p)+f(q),\qquad f(p)=-t\sqrt{1-p^2}+\frac U4(1-p^2).$$

Put $u=\sqrt{1-p^2}$, which lies between 0 and 1, and complete the square:

$$f=\frac U4u^2-tu=\frac U4\left(u-\frac{2t}U\right)^2-\frac{t^2}U.$$

The minimum is at $u=2t/U$ if this is below 1, and at $u=1$ otherwise. The bound is reached when $q=-p$, so it is the true minimum:

$$E_U=\begin{cases}-2t+U/2,&t\ge U/2,\\-2t^2/U,&t<U/2.\end{cases}$$

A determinant with parallel spins has energy zero, which is higher. Below the onset $t=U/2$, the spin-up electron prefers one site and the spin-down electron the other, with

$$p=-q=m,\qquad m=\sqrt{1-\frac{4t^2}{U^2}}.$$

The solution with $m$ reversed has the same energy. Near $m=0$,

$$E(m,-m)=E_R+\left(t-\frac U2\right)m^2+\frac t4m^4+\dots,$$

so the restricted solution changes from a minimum to a maximum along this direction at the onset. The slope $dE_U/dt$ equals $-2$ on both sides, but the second derivative jumps from $0$ above to $-4/U$ below. The exact second derivative, $-8U^2/R^3$, is smooth. The apparent transition belongs to the mean-field approximation, not to the two-site model.

The orbital energies also change character. A spin-up electron sees site energies $U(1-m)/2$ and $U(1+m)/2$, coupled by $-t$. Its two levels are separated by $\sqrt{U^2m^2+4t^2}$. This is $2t$ when $m=0$ and, on inserting $m$, equals $U$ below the onset. It is an estimate of the energy for adding one electron and removing another, not of the small spin gap $J$.

### 4. Errors as the coupling decreases

Errors are measured from the exact model energy. For RHF,

$$\Delta_R=E_R-E=\frac R2-2t,\qquad \frac{d\Delta_R}{dt}=\frac{8t}R-2<0,$$

because $R>4t$. The error therefore rises steadily as $t$ falls, from about $U^2/(16t)$ for $t\gg U$ to $U/2$ at $t\to0$.

For UHF below the onset,

$$\Delta_U=\frac{R-U}2-\frac{2t^2}U,\qquad \frac{d\Delta_U}{dt}=4t\left(\frac2R-\frac1U\right).$$

The derivative vanishes at $R=2U$, which means $16t^2=3U^2$ and $t=\sqrt3\,U/4$. There

$$\Delta_U=\frac U2-\frac{3U}8=\frac U8.$$

As $t$ falls through the onset, the UHF error at first keeps growing, reaches this maximum, and then decreases to zero.

The vanishing error does not imply a correct gap. For $t\ll U$, expansion of the square root gives

$$E=-\frac{4t^2}U+\frac{16t^4}{U^3}-\frac{128t^6}{U^5}+\dots$$

The exact gap is $4t^2/U$ to leading order, whereas UHF, which has the triplet correctly at zero, gives $2t^2/U$. Half of the gap is missing however small $t$ becomes.

The spin content explains the factor. Write the UHF orbitals as $\cos\alpha\,a+\sin\alpha\,b$ for spin up and $\sin\alpha\,a+\cos\alpha\,b$ for spin down, so that $m=\cos2\alpha$. Their determinant is

$$|\Phi\rangle=\cos^2\!\alpha\,|1\rangle+\sin^2\!\alpha\,|2\rangle+\sin\alpha\cos\alpha\,(|3\rangle+|4\rangle).$$

Its amplitude on the triplet $(|1\rangle-|2\rangle)/\sqrt2$ is $m/\sqrt2$. The triplet weight is $m^2/2$ and, since $S^2=2$ in a triplet, $\langle S^2\rangle=m^2$. At weak coupling the determinant is nearly half singlet and half triplet. The singlet half has energy close to $-4t^2/U$ and the triplet half has zero, which average to $-2t^2/U$.

### 5. Numbers

Take $U=0.5$ eV, so the onset is at $t=0.25$ eV. For $t=0.05$ eV:

- Exact: $E=\frac12\left(0.5-\sqrt{0.25+0.04}\right)=-0.0193$ eV.
- RHF: $E_R=-0.10+0.25=0.150$ eV.
- UHF: $E_U=-2(0.0025)/0.5=-0.0100$ eV, with $m=\sqrt{1-0.04}=0.980$.

The same formulas give, with energies in eV:

| $t$ | exact | RHF | UHF | $m$ |
|---|---|---|---|---|
| 1.00 | −1.7656 | −1.7500 | −1.7500 | 0 |
| 0.50 | −0.7808 | −0.7500 | −0.7500 | 0 |
| 0.25 | −0.3090 | −0.2500 | −0.2500 | 0 |
| 0.2165 | −0.2500 | −0.1830 | −0.1875 | 0.500 |
| 0.10 | −0.0702 | 0.0500 | −0.0400 | 0.917 |
| 0.05 | −0.0193 | 0.1500 | −0.0100 | 0.980 |
| 0.02 | −0.0032 | 0.2100 | −0.0016 | 0.997 |

In the fourth row the UHF error is at its maximum, 0.0625 eV. At $t=0.10$ eV and below, RHF places the singlet above the triplet, which is the wrong order. At $t=0.02$ eV the UHF error is only 1.6 meV, yet this is half of the 3.2 meV gap.

### The model beside silicon

These values are meant for the rough regime of facing dangling bonds at a vacancy-type defect in silicon. They do not describe a particular centre; a single vacancy, for example, has four dangling bonds. To attach distances, assume $t=3.0$ eV at 0.24 nm and an exponential decay length of 0.13 nm, both rough. Then $t=1.0$, 0.25 and 0.05 eV correspond to 0.38, 0.56 and 0.77 nm. The first value is too large for the model: the splitting $2t=2$ eV exceeds the band gap of about 1.1 eV, so band states cannot be left out. Repulsion between the sites widens the splitting further (Variation 2), so this limit is reached before $2t$ alone equals the band gap. With the point-charge $V$ of Variation 2, $2t+V$ is about 1.3 eV at $t=0.5$ eV and reaches the band gap near $t=0.4$ eV, so the $t=0.50$ row of the table also lies outside the model's range for silicon. Fixed atoms are another weak assumption at strong coupling. Let the sites approach by $x$ against an elastic energy $\frac12kx^2$, with a rough $k=500$ eV/nm², while $t$ grows as $e^{x/(0.13\ \mathrm{nm})}$. With $U$ held fixed, the exact energy plus the elastic energy has a local minimum near $x=0$ (at large $x$ the exponential law outgrows the elastic term and no longer applies). The gain there is about 0.3 eV at $t=1.0$ eV, 13 meV at 0.25 eV and 0.1 meV at 0.05 eV. The first figure is sensitive to the rough $k$: it is 0.13 eV at 1000 eV/nm² and 0.57 eV at 350 eV/nm², and at 300 eV/nm² the local minimum is gone.

At $t=0.05$ eV the gap is 19.3 meV. A site-energy difference of 0.1 eV, twice the coupling, raises it only to 20.0 meV. Temperature matters more, because it changes the populations: at 300 K, $k_BT=25.9$ meV, and the three triplet states hold the fraction $3e^{-J/k_BT}/(1+3e^{-J/k_BT})=0.59$, with the high ionic states neglected. The ground-state energy alone then does not describe the pair.

## Variation 1: remove the triplet from the UHF state

*What energy remains after projection onto the singlet?*

$H$ does not mix singlet and triplet, and the triplet energy is zero. The UHF energy is therefore the singlet weight times the projected energy $E_P$:

$$E_U=\left(1-\frac{m^2}2\right)E_P.$$

Below the onset, $1-m^2/2=\frac12+2t^2/U^2$, so

$$E_P=-\frac{2t^2/U}{\frac12+2t^2/U^2}=-\frac{4t^2U}{U^2+4t^2}
=-\frac{4t^2}U+\frac{16t^4}{U^3}-\frac{64t^6}{U^5}+\dots$$

The first two terms agree with the exact series, and the leading error is $64t^6/U^5$. At $t=0.05$ eV the projected gap is 19.23 meV, against 19.26 meV exactly and 10.00 meV in UHF.

Projection does nothing at or above the onset, where $m=0$. It also introduces a kink: just below $t=U/2$ the slope is

$$\frac{dE_P}{dt}=-\frac{8tU^3}{(U^2+4t^2)^2}=-1,$$

whereas just above it is $-2$. If $t$ depends on distance, the force jumps there.

The cure is to project first and minimize afterwards. The singlet part of $|\Phi\rangle$ is proportional to $|C\rangle+\sin2\alpha\,|I\rangle$. The first row of the exact eigenvalue equation requires the ratio $-E/(2t)=(R-U)/(4t)$. This lies between 0 and 1, because $U<R<U+4t$, so some $\alpha$ reproduces it. Minimization after projection therefore gives the exact ground state of this model at every $t$.

## Variation 2: add interactions between the sites

*Add a repulsion $Vn_an_b$, where $n_a$ and $n_b$ are total site occupations, and a direct exchange integral $K>0$. What happens to the gap?*

With two electrons, $n_an_b$ is 1 when the sites are singly occupied and 0 when one is doubly occupied. Hence $Vn_an_b=V(1-D)$. The repulsion shifts the energy zero by $V$ and replaces $U$ by $U-V$, in the exact and the mean-field total energies alike. The $U$ used above is this net value. Holding it fixed while $t$ changes with distance neglects the distance dependence of $V$. In the same way, the integral $W=(aa|ab)$, which is of first order in the overlap charge, contributes $WB$ when there are two electrons and replaces $t$ by $t-W$; the $t$ used here is this net value.

The orbital separation of section 3 needs a correction, because it involves other electron numbers. For one, two and three electrons, $Vn_an_b$ equals $-VD$ plus the constants $0$, $V$ and $3V$. Adding one electron to the pair and removing one from it, each starting from two electrons, therefore costs an additional $3V+0-2V=V$. With the net $U$, the orbital separation is $U+V$ below the onset and $2t+V$ above it.

For real orbitals, the integral $K$ describes the repulsion of the overlap charge $ab$ with itself. It contributes $\frac K2(B^2-N)$, where $N=2$ removes the interaction of an electron with itself. In the triplet $B=0$, which gives $-K$. In both $|C\rangle$ and $|I\rangle$, $B^2=4$, which gives $+K$. The gap is therefore

$$J=\frac{\sqrt{(U-V)^2+16t^2}-(U-V)}2-2K.$$

For $V<U$ the triplet becomes the ground state if $2K$ exceeds the first term. The condition $V<U$ is needed because the odd ionic singlet also has $B=0$ and lies $U-V$ above the triplet.

For the silicon-like pair at $t=0.05$ eV, take a rough on-site repulsion of 0.70 eV and a point-charge $V=e^2/(4\pi\varepsilon_0\varepsilon_rd)$ with $\varepsilon_r\approx12$. Using the bulk value is an assumption, because atoms are missing at the defect. This gives $V=0.16$ eV, a net $U$ of 0.54 eV and, without exchange, a gap of about 18 meV instead of 19 meV.

The orbitals $a$ and $b$ are orthogonal, so their own overlap is zero. To set a scale for the exchange, use instead the overlap of the dangling hybrids before orthogonalization, and assume that it is 0.65 at 0.24 nm and scales with $t$. It is then $0.65(0.05/3.0)=0.011$. The estimate $K\approx(\text{overlap})^2\times0.70$ eV gives $2K=0.16$ meV. Removing the screening multiplies this by about 12, to about 2 meV. The estimate leaves out the change of $K$ caused by orthogonalization, so it gives only a scale. On that scale exchange lowers the gap by about 1 to 10 percent, too little to reverse the order of the states.

All numerical values are calculated from the stated model.
